# N-Photon Fringes from Path-Entangled Light near Grazing Incidence

## A period of 198 nm from light of 780 nm

Two beams of wavelength 780 nm meet a flat resist at 80 degrees from its normal, from opposite sides. Ordinary interference gives fringes with a period of 396 nm. If the light is a photon pair in a superposition of "both in one beam" and "both in the other", and the resist responds to pairs alone, the period is 198.0 nm. In the ideal model the pattern still goes to zero between its maxima. The same example needs $1.4\times10^{7}$ years of exposure. Both numbers follow from the derivation below.

## Modes and field at the absorber

Let modes $a$ and $b$ be plane waves of wavelength $\lambda$ in the medium of incidence, with $k=2\pi/\lambda$. Their wave vectors are $k(\pm\sin\theta,0,-\cos\theta)$, where $\theta$ is measured from the surface normal. Both are polarized along $y$, perpendicular to the plane of incidence, so their fields are parallel. The in-plane wave number is

$$q=k\sin\theta .$$

A flat resist, uniform along $x$, conserves $q$. The two beams are mirror images, so they share one depth function $f(z)$. The positive-frequency field is therefore proportional to $f(z)\,e(x)$, with

$$e(x)=a\,e^{iqx}+b\,e^{-iqx},\qquad [a,a^\dagger]=[b,b^\dagger]=1 .$$

The factor $f(z)$ changes the strength of the signal with depth, not its relative modulation along $x$. The light is in the state

$$|\psi\rangle=\frac{1}{\sqrt2}\left(|N,0\rangle+e^{i\phi}|0,N\rangle\right).$$

## What the absorber measures

The absorber is a point with levels $0,1,\dots,N$. Each step $j-1\to j$ removes one photon with coupling $g_j$. In the rotating frame, with $\hbar=1$, the intermediate levels have detunings $\Delta_j$, and the last level is resonant with $N$ photons. Let $|\chi_j\rangle$ be the unnormalized field state that accompanies level $j$. For an intermediate level,

$$i\,\partial_t|\chi_j\rangle=\Delta_j|\chi_j\rangle+g_j\,e|\chi_{j-1}\rangle+g_{j+1}e^\dagger|\chi_{j+1}\rangle .$$

For weak coupling the last term is of higher order and is dropped. Let every $|\Delta_j|t$ be large and, for $N\ge3$, let $|\Delta_j|t\prod_{l\ne j}|\Delta_j-\Delta_l|/|\Delta_l|$ be large too for every intermediate level $j$, with the product over the other intermediate levels. For levels near $\Delta$ spaced by $\delta$, this asks for large $\delta t$ at $N=3$ but for large $(\delta t)^2/(\Delta t)$ at $N=4$. Then the rapidly oscillating part does not accumulate in the resonant final level. With equal intermediate detunings, a sudden start could drive one intermediate level resonantly from another; that would change the prefactor found below, but not the dependence on $x$. The slow part follows from setting the derivative to zero:

$$|\chi_j\rangle\simeq-\frac{g_j}{\Delta_j}\,e|\chi_{j-1}\rangle .$$

Repeated substitution, with $|\chi_0\rangle\simeq|\psi\rangle$, gives for the final level

$$i\,\partial_t|\chi_N\rangle=g_N\,e|\chi_{N-1}\rangle=\kappa\,e^N|\psi\rangle,\qquad
\kappa=g_N\prod_{j=1}^{N-1}\left(-\frac{g_j}{\Delta_j}\right).$$

Hence $|\chi_N\rangle=-i\kappa t\,e^N|\psi\rangle$, and its squared norm is the excitation probability:

$$P=(\kappa t)^2G_N(x),\qquad G_N=\langle\psi|(e^\dagger)^Ne^N|\psi\rangle .$$

This is leading order in the couplings. It requires small excitation and small level shifts over the time $t$. For $N=2$, $|\kappa|=g_1g_2/\Delta$. With $g_1=0.005$, $g_2=0.004$, $\Delta=1$ and $t=100\pi$, in units set by $\Delta$, the full dynamics at $x=160$ nm in the grazing limit gives 0.9991 times this probability. At this time $\Delta t$ is a multiple of $2\pi$ and the switch-on transient vanishes; a quarter period earlier or later the ratio is 1.006 or 0.993.

## The fringe

The operators $a$ and $b$ commute, so $e^N$ can be expanded by the binomial theorem. On $|N,0\rangle$ every term containing $b$ vanishes, and on $|0,N\rangle$ every term containing $a$ vanishes. With $a^N|N,0\rangle=\sqrt{N!}\,|0,0\rangle$, and likewise for $b$,

$$e^N|\psi\rangle=\sqrt{\frac{N!}{2}}\left(e^{iNqx}+e^{i\phi-iNqx}\right)|0,0\rangle .$$

The squared modulus of the bracket is $2+2\cos(2Nqx-\phi)$, because the phases of its two terms differ by $2Nqx-\phi$. Therefore

$$\boxed{G_N(x)=N!\left[1+\cos(2Nqx-\phi)\right]}$$

The visibility, $V=(G_{\max}-G_{\min})/(G_{\max}+G_{\min})$, is one. The period $p$ satisfies $2Nqp=2\pi$, so

$$p=\frac{\pi}{Nq}=\frac{\lambda}{2N\sin\theta}\;\longrightarrow\;\frac{\lambda}{2N}\quad(\theta\to90^\circ).$$

The phase $\phi$ moves the pattern by $p\phi/2\pi$ without changing its shape. At 780 nm the grazing limit gives 390.0, 195.0, 130.0 and 97.5 nm for $N=1$ to 4.

The factor $N$ arises because all $N$ photons carry the phase of the same beam. No single photon has a shorter wavelength. The interfering alternatives are "all from $a$" and "all from $b$", and both leave the field in the same vacuum state.

### No finer harmonic in these two modes

A general pure state of $N$ photons is $\sum_n c_n|n,N-n\rangle$. The component with $n$ photons in $a$ contributes to $\langle0,0|e^N|\psi\rangle$ with phase $nqx-(N-n)qx=(2n-N)qx$. In the squared modulus, components $n$ and $n'$ interfere with phase $2(n-n')qx$. Since $|n-n'|\le N$, no harmonic of $2qx$ above $N$ can appear. The $N$th harmonic comes from the pair $n=N$, $n'=0$, which are the two components of the path-entangled state.

## Strong coupling leaves the shape unchanged

The fringe shape does not depend on the weak-coupling expansion. Define

$$c=\frac{e}{\sqrt2},\qquad d=\frac{a\,e^{iqx}-b\,e^{-iqx}}{\sqrt2}.$$

These are independent modes, with $[c,c^\dagger]=1$ and $[c,d^\dagger]=0$. The absorber at $x$ couples to $c$ alone. To reach its top level it must remove $N$ photons from $c$, so only the component of $|\psi\rangle$ with all $N$ photons in $c$ contributes. The weight of that component is

$$\frac{|\langle0,0|c^N|\psi\rangle|^2}{N!}=\frac{G_N}{2^NN!}=2^{-N}\left[1+\cos(2Nqx-\phi)\right].$$

If $P_c(t)$ is the excitation probability when $N$ photons start in $c$, then

$$P(x,t)=2^{-N}\left[1+\cos(2Nqx-\phi)\right]P_c(t).$$

This holds for any coupling strength within the rotating-wave model with a single point absorber. It was tested for $N=2$ and 3 with all couplings 0.4, intermediate detunings 0.5 and times 2, 3, 5 and 8, in consistent dimensionless units. The full dynamics agreed with the formula to within $10^{-10}$ in probability. The largest $P_c$ values in these runs were 0.757 and 0.563, far outside the weak-coupling regime.

## Absorption of fewer photons

Real resists may also respond to $M<N$ photons. By the same expansion,

$$e^M|\psi\rangle=\sqrt{\frac{N!}{2(N-M)!}}\left(e^{iMqx}|N-M,0\rangle+e^{i\phi-iMqx}|0,N-M\rangle\right).$$

The two remaining field states are orthogonal, so the cross terms vanish:

$$G_M=\frac{N!}{(N-M)!},\qquad M<N .$$

This signal is flat at leading order in the coupling. A saturated lower-order absorber does see the fringe: for one-photon absorption from the $N=2$ state the visibility is 0.002 at a mean excitation of 0.01 and 0.24 at a mean excitation of 0.67. The photons left behind reveal which beam was used. If $R_1$ is the one-photon excitation and $R_N$ the fringe-averaged $N$-photon excitation, their sum has visibility

$$V=\frac{1}{1+R_1/R_N}.$$

## Comparison with coherent light

Take coherent states of equal phase and amplitude $\alpha$ in the same two modes, with $|\alpha|^2=N/2$. The mean photon number is then $N$, as before. The field operator acts as the number $2\alpha\cos qx$, so

$$G_N^{\rm coh}=(4|\alpha|^2\cos^2qx)^N=(2N)^N\cos^{2N}(qx).$$

Its visibility is also one, but its period is $\pi/q$, which is $N$ times longer. Expanding the cosine in exponentials gives

$$\cos^{2N}(qx)=4^{-N}\sum_{j=0}^{2N}\binom{2N}{j}e^{2i(N-j)qx}.$$

The mean is the term $j=N$. The finest harmonic comes from $j=0$ and $j=2N$ and equals $2\cdot4^{-N}\cos(2Nqx)$. Its modulation relative to the mean is

$$m_N=\frac{2}{\binom{2N}{N}} .$$

The mean coherent signal, divided by the entangled mean $N!$, is

$$\frac{(2N)^N\,4^{-N}\binom{2N}{N}}{N!}=\frac{N^N}{2^NN!}\binom{2N}{N}.$$

For $N=2$ the ratio is 3.000 and $m_2=0.3333$. For $N=3$ they are 11.250 and 0.1000. Coherent light thus contains the fine harmonic, but accompanied by coarser ones. Entanglement removes the coarser harmonics. At equal mean photon number in the same modes, it does not raise the mean absorption.

## Imperfections

**Loss.** Let $\eta_a$ and $\eta_b$ be the photon transmissions of the two beams. If any photon is lost, fewer than $N$ remain and $e^N$ gives zero. The contributing part of the state is

$$\frac{1}{\sqrt2}\left(\eta_a^{N/2}|N,0\rangle+e^{i\phi}\eta_b^{N/2}|0,N\rangle\right).$$

The mean signal is proportional to $\eta_a^N+\eta_b^N$ and the interference amplitude to $2(\eta_a\eta_b)^{N/2}$. Hence

$$V_{\rm loss}=\frac{2(\eta_a\eta_b)^{N/2}}{\eta_a^N+\eta_b^N}.$$

Equal loss multiplies the signal by $\eta^N$ and leaves the visibility at one.

**Pulse overlap.** The sharp final level used above keeps its phase, so it can add amplitudes from pulses that arrive one after the other. For the resist, assume instead that the excited level loses its phase in a time much shorter than the pulse. The signal is then the time integral of an instantaneous rate. Let all photons have the same square temporal amplitude $u=\tau^{-1/2}$ for a duration $\tau$. At distance $x$ from the centre, the pulses in $a$ and $b$ are displaced by $2|x|\sin\theta/c_0$, where $c_0$ is the speed of light. The mean time-integrated signal is

$$N!\int u^{2N}dt=\frac{N!}{\tau^{N-1}} .$$

With this fast dephasing, interference occurs only while the pulses overlap, so its relative size is

$$V_{\rm pulse}=1-\frac{2|x|\sin\theta}{c_0\tau},$$

until this reaches zero. A longer pulse widens the useful area and weakens the signal.

**Blur.** Let diffusion or motion average the excitation pattern over a Gaussian of rms width $s$. The average of $\cos[2\pi(x+\xi)/p]$ over the displacement $\xi$ is $\cos(2\pi x/p)$ times $\exp[-(2\pi s/p)^2/2]$. Therefore

$$V_{\rm blur}=e^{-2\pi^2s^2/p^2}.$$

Each of these effects multiplies the interference term relative to the mean, so for uniform beams the three factors multiply.

**Entry into the resist.** For a resist half-space of index $n$ under air, continuity of the field and its normal derivative gives

$$1+r=t_s,\qquad \cos\theta\,(1-r)=\sqrt{n^2-\sin^2\theta}\;t_s .$$

Eliminating $r=t_s-1$ yields

$$t_s=\frac{2\cos\theta}{\cos\theta+\sqrt{n^2-\sin^2\theta}} .$$

Local photon irradiance is proportional to $n|E|^2$. Relative to the incident beam it is scaled by $F=nt_s^2$, and the $N$-photon signal by $F^N$. Near grazing, $t_s\simeq2\cos\theta/\sqrt{n^2-1}$, so the signal vanishes as $\cos^{2N}\theta$. The period $\lambda/(2N)$ is therefore a limit that a flat resist under air approaches with vanishing exposure.

## Worked example: pairs in an acrylate resist

The inputs are $N=2$, $\lambda=780$ nm, $\theta=80^\circ$ and $n=1.5$. The period is

$$p=\frac{780\ \text{nm}}{4\sin80^\circ}=198.0\ \text{nm}.$$

One photon carries 1.590 eV and two carry 3.179 eV. The assumed chemical threshold of 3.0 eV lies between them, so a pair can start the reaction and a single photon cannot, apart from thermal assistance, the tail of a broadened absorption edge, or defects.

At the surface $t_s=0.2661$, so $F=1.5\times0.2661^2=0.1062$ and $F^2=0.01128$. About 99% of the pair signal is lost relative to a resist that feels the full incident irradiance. At 89 degrees $F^2$ is $2.01\times10^{-6}$. The 3 nm that separate 198 from 195 nm are thus costly to recover.

### Visibility

For transmissions 0.9 and 0.8,

$$V_{\rm loss}=\frac{2(0.72)}{0.81+0.64}=0.993 .$$

A beam 10 µm wide has a footprint of half-length $10\ \text{µm}/(2\cos80^\circ)=28.8$ µm. With $\tau=1$ ps, the overlap factor at its edge is 0.811 in the limit of instant dephasing; an exponential dephasing time of 20 fs raises it to about 0.83. A blur of 20 nm gives $V_{\rm blur}=0.818$. The product at the edge is 0.658. At the centre, where the pulses coincide, it is $0.993\times0.818=0.81$. These values treat the beams as uniform plane waves, which is only approximate at this width: the Fresnel number at the edge of the footprint is about 1. A Gaussian beam of 5 µm waist radius gives a period near 198.5 nm at the centre, and for a flat-topped beam the local period varies by about 1 nm either way and the signal is not uniform across the footprint.

### Exposure time

Define the two-photon cross section $\sigma_2$ by an excitation rate $\sigma_2\Phi^2$ at photon irradiance $\Phi$. For photon pairs, $\Phi^2$ is replaced by its normally ordered average. With beam area $A=(10\ \text{µm})^2=10^{-6}$ cm² and $G_2$ averaged to $2!$, the mean excitation probability per molecule per pair is

$$P_{\rm pair}=\frac{2\sigma_2F^2}{A^2\tau}.$$

A cross section of 100 GM is $10^{-48}$ cm⁴ s, so

$$P_{\rm pair}=\frac{2\times10^{-48}\times0.01128}{10^{-12}\times10^{-12}}=2.26\times10^{-26}.$$

Exciting 1% of the molecules takes $0.01/P_{\rm pair}=4.43\times10^{23}$ pairs. At $10^9$ pairs per second this is $4.43\times10^{14}$ s, or $1.4\times10^7$ years. The estimate counts each pair separately and assumes that every pair is in the stated mode. Tabulated cross sections in GM are often defined with an excitation rate $\sigma_2\Phi^2/2$; for such a value the exposure times double and the one-photon limit below halves.

### One-photon background

A one-photon cross section $\sigma_1$ gives a flat excitation $2\sigma_1F/A$ per pair, since $G_1=2$. Equating this to $P_{\rm pair}$ halves the visibility:

$$\sigma_1=\frac{\sigma_2F}{A\tau}=1.06\times10^{-31}\ \text{cm}^2 .$$

This is about 14 orders of magnitude below the $10^{-17}$ cm² assumed for an allowed transition. Thermally assisted absorption can be estimated by multiplying that allowed value by a Boltzmann factor for the missing $3.0-1.590=1.410$ eV. At 295 K this gives $8\times10^{-42}$ cm², which is negligible if the threshold is sharp. In a real polymer, disorder broadens the absorption edge and can raise this value by many orders of magnitude, possibly above the limit. The estimate covers neither this tail nor absorption by impurities or defects; all of them together would have to stay below the limit.

## Relation to real two-photon resists

The wavelength and the resist are those of two-photon polymerization, in which acrylate resists are exposed by pulsed lasers near 780 nm. The index, cross section, threshold and blur are rough typical values, and 100 GM presumes an efficient sensitizer. The 10 µm beam and 1 ps pulse are far from usual practice, which uses tightly focused pulses of roughly 0.1 ps. Reducing the width to 1 µm and the duration to 0.1 ps raises $P_{\rm pair}$ by $10^4\times10=10^5$ and shortens the exposure to about 140 years. If dephasing is still much faster than the pulse, the edge overlap is unchanged, because the ratio of width to duration is the same. The plane-wave description, however, becomes poor for so narrow a beam: the 140 years are only a scaling estimate, and the period of 198.0 nm cannot be carried over. If chain polymerization needs only $10^{-4}$ of the molecules excited, either time falls by a further factor of 100. Real pair sources can also break the assumption of a single temporal mode: photons correlated in time can be absorbed faster. That gain is not calculated here, so the quoted times are not lower bounds for every pair source. Reflection from a substrate, also left out, changes the signal with depth, but for a flat, uniform stack it preserves the period and the ideal visibility.

## Conditions for use

For an implementation with this state, the formula $p=\lambda/(2N\sin\theta)$ requires a flat resist, symmetric incidence and $\lambda$ taken in the medium of incidence. In the model used here, with fast dephasing of the excited level, unit visibility is reached with parallel polarizations, equal $N$-photon weights at the absorber, full coherence and pulse overlap, negligible blur and no lower-order response. When the weights or the overlap are imperfect, the period remains and the contrast falls. The numerical output lists the values for the example.

## Computed values

```
GRAZING LIMIT, wavelength 780 nm, read from scan
N = 1: period 390.0 nm, visibility 1.0000
N = 2: period 195.0 nm, visibility 1.0000
N = 3: period 130.0 nm, visibility 1.0000
N = 4: period 97.5 nm, visibility 1.0000
ABSORBER DYNAMICS
N = 2: largest P_c in strong-coupling test 0.757
N = 3: largest P_c in strong-coupling test 0.563
weak coupling, full / effective probability: 0.9991
COHERENT LIGHT, same mean photon number
N = 2: mean signal / entangled mean signal 3.000
N = 2: relative modulation of harmonic N 0.3333
N = 3: mean signal / entangled mean signal 11.250
N = 3: relative modulation of harmonic N 0.1000
WORKED EXAMPLE, N = 2: inputs
incidence angle: 80 degrees
resist index: 1.5
two-photon cross section: 100 GM
beam width: 10 um
pulse duration: 1.0 ps
pair rate: 1.0e+09 1/s
resist blur (rms): 20 nm
chemical threshold: 3.0 eV
temperature: 295 K
allowed one-photon cross section: 1e-17 cm2
wanted excited fraction: 0.01
transmissions of the two arms: 0.9, 0.8
WORKED EXAMPLE: results
photon energy: 1.590 eV
two-photon energy: 3.179 eV
fringe period: 198.0 nm
field transmission t_s: 0.2661
irradiance factor F at 80 degrees: 0.1062
two-photon rate factor F^2 at 80 degrees: 0.01128
irradiance factor F at 89 degrees: 0.001417
two-photon rate factor F^2 at 89 degrees: 2.01e-06
visibility with unequal loss: 0.9931
half-length of footprint: 28.8 um
visibility factor, pulse overlap at edge: 0.811
visibility factor, blur: 0.818
product of the three factors at edge: 0.658
excitation probability per molecule per pair: 2.26e-26
pairs needed: 4.43e+23
exposure time: 1.41e+07 years
one-photon cross section halving visibility: 1.06e-31 cm2
thermally assisted cross section: 8.0e-42 cm2
```
